# Why an untapered periodogram can show a false inverse-square tail

**Question.** A resist edge of finite length is Fourier transformed without a taper, and at large wavenumber its power spectrum falls as the inverse square of the wavenumber. Why can this happen when the true roughness spectrum falls faster, and how can the false tail be told from a real one?

**Answer.**

**What the transform does to the ends**

Let $x(z)$ be the deviation of the edge from its mean line at position $z$ along the line. Take it as stationary, with zero mean, autocovariance $R(\tau)$ and variance $\sigma^2=R(0)$. The two-sided spectrum is

$$S(k)=\int_{-\infty}^{\infty}R(\tau)\,e^{-ik\tau}\,d\tau ,\qquad \sigma^2=\int_{-\infty}^{\infty}S(k)\,\frac{dk}{2\pi},$$

with $k$ in rad/nm and $S$ in nm³. A record of length $L$ gives the periodogram

$$P(k)=\frac{|X(k)|^2}{L},\qquad X(k)=\int_0^L x(z)\,e^{-ikz}\,dz .$$

The discrete Fourier wavenumbers are $k_m=2\pi m/L$. Their waves repeat after a length $L$, so the transform treats the record as one period of an endless pattern. Where one copy meets the next, the pattern jumps from $x(L)$ to $x(0)$. The real edge has no such step.

To isolate the jump, let $x$ be differentiable and integrate by parts:

$$X=\left[\frac{x\,e^{-ikz}}{-ik}\right]_0^L+\frac{1}{ik}\int_0^L x'(z)\,e^{-ikz}\,dz .$$

At $k=k_m\neq0$ we have $e^{-ikL}=1$, so the bracket equals $[x(0)-x(L)]/(ik)$. With $D=x(L)-x(0)$, and $X'$ denoting the transform of the slope $x'$,

$$X=\frac{-D+X'}{ik},\qquad P=\frac{D^2+|X'|^2-2D\,\mathrm{Re}\,X'}{Lk^2}.$$

The first term, $D^2/(Lk^2)$, is the spectrum of the jump. The second contains the true roughness: the slope has spectrum $k^2S$, so $|X'|^2/(Lk^2)$ has mean $S$, apart from end corrections of its own.

**The mean size of the false tail**

If $R$ has died out within the length $L$, the two ends are uncorrelated and

$$\langle D^2\rangle=2[R(0)-R(L)]\simeq2\sigma^2 .$$

The cross term must also be checked. For $0<z<L$,

$$\langle D\,x'(z)\rangle=\frac{d}{dz}[R(L-z)-R(z)]=-R'(L-z)-R'(z).$$

Multiply by $\cos kz$ and integrate. Since $\cos k(L-z)=\cos kz$ at $k_m$, the two parts are equal:

$$\langle D\,\mathrm{Re}\,X'\rangle=-2\int_0^L R'(z)\cos kz\,dz\simeq\frac{2R''(0)}{k^2}.$$

The last step is two integrations by parts, keeping the boundary term at $z=0$. After division by $Lk^2$ the cross term is of order $k^{-4}$, so it cannot cancel the jump term at large $k$. Hence

$$\langle P(k)\rangle\simeq S(k)+\frac{2\sigma^2}{Lk^2}.$$

A second route makes no use of a jump. Averaging the double integral for $|X|^2$ and collecting pairs of points with separation $\tau$ gives

$$\langle P(k)\rangle=\int_{-L}^{L}\left(1-\frac{|\tau|}{L}\right)R(\tau)\cos k\tau\,d\tau ,$$

because a fraction $1-|\tau|/L$ of the record has a partner at that separation. With $R$ negligible beyond $L$,

$$\langle P\rangle=S-\frac{2}{L}\int_0^\infty g(\tau)\cos k\tau\,d\tau,\qquad g=\tau R(\tau).$$

Two integrations by parts give $-g'(0)/k^2$ for the integral at leading order, and $g'(0)=R(0)=\sigma^2$. The false term is again $+2\sigma^2/(Lk^2)$. This derivation holds at any $k$, so zero padding, which evaluates $X$ between the $k_m$, does not cure the fault. Subtracting the mean of the record does not either, since a constant has no component at $k_m\ne0$.

**When the false tail wins**

Consider an edge made from white noise smoothed along the line by a blur kernel proportional to $e^{-|z|/\xi}$. The overlap of two such kernels at separation $\tau$ gives

$$R(\tau)=\sigma^2\left(1+\frac{|\tau|}{\xi}\right)e^{-|\tau|/\xi}.$$

With $u=k\xi$, the transforms of its two parts add to

$$S=2\sigma^2\xi\left[\frac{1}{1+u^2}+\frac{1-u^2}{(1+u^2)^2}\right]=\frac{4\sigma^2\xi}{(1+u^2)^2}.$$

The end correction needs

$$\int_0^\infty\tau\left(1+\frac{\tau}{\xi}\right)e^{-\tau/\xi}\cos k\tau\,d\tau=\xi^2\,\mathrm{Re}\left[\frac{1}{(1+iu)^2}+\frac{2}{(1+iu)^3}\right]=\xi^2\,\frac{3-6u^2-u^4}{(1+u^2)^3},$$

and therefore

$$\langle P\rangle=S+\frac{2\sigma^2\xi^2}{L}\,\frac{u^4+6u^2-3}{(1+u^2)^3}.$$

For $u\gg1$ the correction tends to $2\sigma^2/(Lk^2)$, while $S\simeq4\sigma^2/(\xi^3k^4)$. They are equal at

$$k_c\simeq\sqrt{\frac{2L}{\xi^3}} .$$

A longer record lowers the false tail as $1/L$, but moves the crossover only as $\sqrt L$.

The steepness of $S$ decides whether there is a crossover at all. For $R=\sigma^2e^{-|\tau|/\xi}$ the true tail is $2\sigma^2/(\xi k^2)$. This edge is not differentiable, but the second derivation still applies. The ratio of false to true is then $\xi/L$ at every large $k$: a small error in height and none in slope.

**Sampled edges**

Let the samples be $x_n$ at spacing $\Delta$, with $N=L/\Delta$ of them transformed, and let $q=e^{-ik\Delta}$, so that $q^N=1$ at $k_m$. Multiplying the sum by $1-q$ and regrouping neighbours gives

$$X=\Delta\sum_{n=0}^{N-1}x_nq^n=\frac{\Delta}{1-q}\left[-D+\sum_{n=1}^{N}(x_n-x_{n-1})q^n\right],\qquad D=x_N-x_0 .$$

One sample beyond the transformed set is needed to define $D$. Since $|1-q|^2=4\sin^2(k\Delta/2)$, the false tail becomes

$$P_{\rm false}=\frac{2\sigma^2\Delta^2}{4L\sin^2(k\Delta/2)},$$

which returns to $2\sigma^2/(Lk^2)$ for $k\Delta\ll1$ and is flatter near the Nyquist wavenumber $\pi/\Delta$.

**Numbers for a resist edge**

Take $\sigma=1.2$ nm, $\xi=20$ nm, $L=1000$ nm and $\Delta=1$ nm. The simple crossover is

$$k_c=\sqrt{\frac{2(1000)}{20^3}}=0.50\ \text{rad/nm},$$

and the full mean formula gives 0.488 rad/nm, a period of 12.9 nm. The Nyquist wavenumber is 3.14 rad/nm, so much of the measured range lies beyond the crossover.

At $k=1.005$ rad/nm the continuous formula gives $2(1.2)^2/[1000(1.005)^2]=2.85\times10^{-3}$ nm³, and sampling raises this to $3.10\times10^{-3}$ nm³. The mean spectra, with aliasing included in the true one, are:

| $k$ (rad/nm) | true (nm³) | untapered (nm³) | Hann taper (nm³) |
|---|---|---|---|
| 0.201 | 0.391 | 0.472 | 0.392 |
| 0.503 | 0.0111 | 0.0230 | 0.0111 |
| 1.005 | 0.000703 | 0.00383 | 0.000703 |
| 2.011 | 0.0000464 | 0.00106 | 0.0000464 |

The last untapered value is about 23 times the true one. Between 1 and 2 rad/nm the fitted logarithmic slope is −3.93 for the true spectrum and −1.85 for the untapered one. The latter is shallower than −2 because of the sine in the sampled tail. For a continuous edge the slope at 5 rad/nm is −2.02. If the slope is read as $-(2\alpha+1)$, the roughness exponent $\alpha$ comes out as 0.42 instead of 1.47.

**Evidence that the mismatch is the cause**

The jump term predicts a tail proportional to $D^2$, edge by edge. In 4000 Gaussian edges drawn from the covariance, the ratio of untapered to true spectrum, averaged from 1 to 2.5 rad/nm, is 17.9. In the quarter of edges with the smallest $|D|$ it is 1.6; in the quarter with the largest it is 49. In the latter group the excess over the true spectrum agrees with the $D^2$ law to within 5%.

A more direct intervention is to subtract $Dn/N$ from each $x_n$, which makes the ends meet. The differences $x_n-x_{n-1}$ change only by a constant, invisible at $k_m\ne0$, so only the jump is removed. The ratio falls from 17.9 to 1.018.

The remaining 1.8% is the end error of the slope. The slope variance is $\sigma^2/\xi^2$, so for a continuous edge the error is $2\sigma^2/(L\xi^2k^4)$, which is $\xi/(2L)=1\%$ of the true tail. With sampling, the error contains $[\Delta^2/4\sin^2(k\Delta/2)]^2$ in place of $k^{-4}$. The aliased true tail contains the same factor times $1-\tfrac23\sin^2(k\Delta/2)=(2+\cos k\Delta)/3$, as follows from differentiating $\sum_j(y+\pi j)^{-2}=1/\sin^2y$ twice. Their ratio is $3\xi/[2L(2+\cos k\Delta)]$, which averages to about 1.7% over this band.

A least-squares line does not do the same job. If its slope is $b$, the mismatch left is $D-bL$. To first order in $\xi/L$, $\langle(bL)^2\rangle=12S(0)/L$ and $\langle D\,bL\rangle=6S(0)/L$, so

$$\langle(D-bL)^2\rangle\simeq2\sigma^2-\frac{12S(0)}{L}+\frac{12S(0)}{L}=2\sigma^2 .$$

For this covariance, 98% of the mean-square mismatch survives the fit, and in the simulated edges 96% of the tail survives.

**Why a Hann taper works**

The Hann weight is $\sin^2(\pi z/L)=\tfrac12-\tfrac14(e^{2\pi iz/L}+e^{-2\pi iz/L})$. It replaces each amplitude by

$$\tfrac12X_m-\tfrac14X_{m-1}-\tfrac14X_{m+1}.$$

The jump amplitude, proportional to $1/k$, varies smoothly from bin to bin and nearly cancels. With $\delta=2\pi/L$, what remains is proportional to $\delta^2/(2k^3)$, so its power falls as $k^{-6}$. The roughness amplitudes in neighbouring bins are nearly independent at large $k$, so their powers add with weight $\tfrac14+\tfrac1{16}+\tfrac1{16}=\tfrac38$. Division by this factor, the mean square of the taper, restores the level. One price is the mixing of neighbouring bins, which blurs any detail of the spectrum as narrow as $2\pi/L$. The record mean should be removed first, since bin 0 now enters bin 1.

**What a real measurement changes**

The chosen $\sigma$ is in the rough range of extreme-ultraviolet resist lines. The length $\xi$ is not the correlation length: $R$ falls to $1/e$ at $2.15\xi\approx43$ nm, which is long for such lines. Since $k_c\propto\xi^{-3/2}$, this choice matters. With the same $\sigma$, $L$ and $\Delta$, $\xi=10$ nm moves the crossover of the sampled edge to about 1.3 rad/nm. For $\xi=5$ nm ($1/e$ length 11 nm) the simple crossover of 4.0 rad/nm lies beyond Nyquist, and the false part reaches at most 0.76 of the true one. The $k^{-4}$ spectrum corresponds to $\alpha=1.5$; this is a steep case, and fits to resist edges often give a smaller exponent, and so a gentler fall. For $\alpha=1$, with $S=\pi\sigma^2\xi/(1+u^2)^{3/2}$, the large-$k$ ratio of false to true is $2k\xi^2/(\pi L)$. With the same $\sigma$, $\xi$ and $L$, this is 0.25 at 1 rad/nm (0.26 from the full integral), and the crossover at 3.93 rad/nm lies beyond Nyquist. The false part then stays below the true one, though with sampling it comes close to it near Nyquist. The tail is distorted but not taken over.

One important omission is microscope noise. Independent noise of 0.5 nm rms per sample, a rough value, gives a floor of $(0.5)^2(1)=0.25$ nm³. At 0.503 rad/nm this is about 21 times the false tail, which is therefore buried in a single raw image. The noise also has mismatched ends, yet its mean periodogram is flat: its covariance exists only at zero separation, where the triangular weight is 1. In the sum over neighbour differences, the cross term and the end error of the differences together cancel the jump term, so mismatch alone does not prove a false tail.

If a known floor is subtracted, the scatter remains. Where independent Gaussian noise dominates, one periodogram bin has a standard deviation nearly equal to its mean. (In a noise-free false tail the ratio approaches $\sqrt2$, because the jump amplitude has a fixed phase.) At 0.503 rad/nm the noise does dominate, so the error equals the false tail after $[(0.0230+0.25)/0.0116]^2\approx550$ edges. Averaging over bins reduces this number. The worked example thus describes noise-free edges, such as those from a stochastic resist simulation, or large averaged data sets with the noise floor subtracted.

Noise also affects the choice of cure. Matching noisy endpoints subtracts a random ramp, whose own tail for $k\Delta\ll1$ is $(0.5/1.2)^2\approx17\%$ of the one removed. A taper avoids this.

An unremoved image rotation can make the false tail visible even in one image. At 0.5 degree the endpoint jump is $1000\tan0.5^\circ=8.73$ nm. Its tail is 26 times the random one and reaches 0.31 nm³ at 0.503 rad/nm, just above the noise floor. Here a fitted line does help, because the rotation is itself a straight line.

Beam blur acts before the record is cut. For small edge slopes it can be modelled as a smoothing of $x(z)$ along the line. A Gaussian blur of 1 nm rms, again a rough value, multiplies the true continuous spectrum at 2.01 rad/nm by 0.018, but removes only 0.23% of the variance that feeds the jump. The untapered mean there keeps 95% of its value. Blur therefore makes the true tail harder to see while leaving the false one almost unchanged.

A practical test follows: process the same edges with and without a taper. For stationary roughness, if an inverse-square tail above the noise falls away under the taper, the ends produced it; if it stays, the finite record is not its main source. On a single edge the test can mislead. A real step at position $z_0$ inside the record also gives an inverse-square tail, and the Hann taper weights it by $\sin^4(\pi z_0/L)/(3/8)$. This is only 0.024 at $z_0=0.1L$, so a defect near an end is suppressed as well. The numerical output below gives the values used here.

## Calculated quantities

```
rms roughness sigma = 1.2 nm; blur length xi = 20.0 nm
edge length L = 1000.0 nm; sampling step = 1.0 nm; N = 1000
Nyquist wavenumber = 3.1416 rad/nm
mean-square endpoint mismatch 2 sigma^2 = 2.880 nm^2
same, from 4000 simulated edges = 2.819 nm^2
crossover, simple formula = 0.5000 rad/nm
crossover, full mean formula = 0.4876 rad/nm
period at full crossover = 12.89 nm
Sampled-edge mean spectra in nm^3 (true includes aliasing):
 m=32 k=0.2011 rad/nm: true 3.9075e-01, raw 4.7189e-01,
   false-tail formula 7.1482e-02, Hann 3.9186e-01
 m=80 k=0.5027 rad/nm: true 1.1060e-02, raw 2.3023e-02,
   false-tail formula 1.1642e-02, Hann 1.1065e-02
 m=160 k=1.0053 rad/nm: true 7.0270e-04, raw 3.8259e-03,
   false-tail formula 3.1023e-03, Hann 7.0279e-04
 m=320 k=2.0106 rad/nm: true 4.6408e-05, raw 1.0578e-03,
   false-tail formula 1.0100e-03, Hann 4.6410e-05
log slope 1-2 rad/nm: true -3.931, raw -1.849, Hann -3.931
exponent alpha=(-slope-1)/2: true 1.465, raw 0.425
continuous raw log slope at 5.0 rad/nm = -2.020
Simulated spectrum / true spectrum, mean over 1-2.5 rad/nm:
 raw 17.88 (exact mean 18.23)
 endpoint line removed 1.0181 (exact mean 1.0171)
 Hann taper 0.9999
 quarter of edges with smallest |D|: 1.63
 quarter of edges with largest |D|: 48.91
tail left after least-squares line removal = 0.964
mismatch D^2 left, exact = 0.980 (fractions)
exponential covariance, k=1.0: false/true = 0.0199, xi/L = 0.0200
roughness exponent 1, k=1.0: false/true = 0.2601, formula 0.2546
roughness exponent 1: crossover = 3.927 rad/nm
noise rms (rough) = 0.5 nm; noise floor = 0.2500 nm^3
simulated noise spectrum: low k 0.2504, high k 0.2498 nm^3
floor / false tail at k=0.5027 rad/nm = 21.5
edges for one-bin error equal to tail there = 550
noise rms whose floor equals tail there = 0.108 nm
rotation 0.5 deg: endpoint jump = 8.73 nm
rotation tail at k=0.5027 rad/nm = 0.3079 nm^3
rotation tail / random false tail = 26.4
beam blur rms (rough) = 1.0 nm; variance lost = 0.232 percent
blur at k=2.0106 rad/nm: true spectrum times 0.0176,
   raw mean times 0.9545
aliased share added to true spectrum there = 5.47 percent
```
